# Bounding a Dopant's Interstitial Fraction from Retarded Diffusion

**Q.** You anneal a buried dopant marker twice, once in an inert ambient and once while the surface injects interstitials. The marker spreads less under injection. You never measured the interstitial concentration. How can one diffusivity ratio say anything about the mechanism?

**A.** The ratio contains two unknowns, the interstitial fraction and the supersaturation, but recombination ties the vacancies to the interstitials. That leaves a family of possible pairs, and we can ask for the largest fraction in the family.

Suppose nearly all dopant atoms sit on lattice sites, at concentration $C$, and move when paired with an interstitial or a vacancy. Let $s_I$ and $s_V$ be the defect concentrations divided by their equilibrium values at the same temperature and Fermi level. If pairing is fast, the concentration of dopant-interstitial pairs is $K_I s_I C$, with $K_I$ a constant. Pairs of mobility coefficient $d_I$ then carry the flux

$$J_I=-d_I\frac{\partial (K_I s_I C)}{\partial x}=-(d_IK_I)\,s_I\frac{\partial C}{\partial x},$$

where the second form takes $s_I$ uniform across the narrow marker. The vacancy flux has the same form, and the fluxes add:

$$D=d_IK_I\,s_I+d_VK_V\,s_V .$$

In the inert anneal $s_I=s_V=1$, so $D^*=d_IK_I+d_VK_V$. Define $f=d_IK_I/D^*$, the interstitial fraction of inert diffusion. Dividing by $D^*$ gives

$$r\equiv\frac{D}{D^*}=f s_I+(1-f)s_V. \tag{1}$$

This $f$ is a property of the dopant at the anneal temperature and Fermi level. It is not the share carried by interstitials during injection, which is $fs_I/r$.

**Q.** Why should the vacancies follow the interstitials? You are injecting one species, not both.

**A.** Because the injected interstitials consume vacancies. Let $k$ be the recombination coefficient. Thermal generation must balance recombination at equilibrium, so its rate is $kC_I^*C_V^*$. Away from sources and sinks, and neglecting the net diffusion of vacancies into or out of the marker region,

$$\frac{dC_V}{dt}=k\left(C_I^*C_V^*-C_IC_V\right).$$

Dividing by $C_V^*$ and writing $\tau=1/(kC_I^*)$,

$$\frac{ds_V}{dt}=\frac{1-s_Is_V}{\tau}. \tag{2}$$

The injection term belongs to the interstitial equation and is absent here. In a steady state the left side vanishes, whatever the constant injection rate, and $s_Is_V=1$. Writing $s=s_I$,

$$r=fs+\frac{1-f}{s}. \tag{3}$$

Injection means $s>1$. The first term grows with $s$ and the second shrinks, so retardation requires the lost vacancy transport to outweigh the gained interstitial transport.

**Q.** For a given $f$, I can still choose any $s$. Where does a limit come from?

**A.** There is a limit to how much retardation any choice of $s$ can produce. For nonnegative $a$ and $b$, $(\sqrt a-\sqrt b)^2\ge0$ gives $a+b\ge2\sqrt{ab}$. Put $a=fs$ and $b=(1-f)/s$. Their product is $f(1-f)$, from which $s$ has cancelled, so

$$r\ge2\sqrt{f(1-f)}.$$

Both sides are nonnegative, so squaring preserves the inequality:

$$4f(1-f)\le r^2 .$$

Since $(1-2f)^2=1-4f+4f^2=1-4f(1-f)$, this is

$$(1-2f)^2\ge1-r^2 .$$

For $r<1$ the right side is positive, and taking the root gives $|1-2f|\ge\sqrt{1-r^2}$. Thus either

$$f\le\frac{1-\sqrt{1-r^2}}2\quad\text{or}\quad f\ge\frac{1+\sqrt{1-r^2}}2. \tag{4}$$

**Q.** The second possibility describes a dopant that moves mostly by interstitials. You have not bounded $f$ above at all.

**A.** Not yet, because the inequality has not used the direction of injection. Subtract one from equation (3) and use a common denominator:

$$r-1=\frac{fs^2-s+1-f}{s}=\frac{(s-1)\,[fs-(1-f)]}{s}.$$

Multiplying out the last numerator gives $fs^2-(1-f)s-fs+(1-f)$, which is the middle one. Now $r-1<0$, $s>0$ and $s-1>0$, so the bracket must be negative:

$$fs<1-f\quad\Longrightarrow\quad f<\frac1{1+s}<\frac12 .$$

The upper branch in (4) lies above one half and is excluded. What remains is

$$f\le f_{\max}(r)=\frac{1-\sqrt{1-r^2}}2 . \tag{5}$$

The direction of injection must be known independently. Under vacancy injection the two defects exchange roles, so (5) bounds $1-f$ instead, and $f\ge1-f_{\max}$. A retarded marker whose injected species is unknown leaves both branches open.

**Q.** Perhaps a cleverer inequality would give a smaller limit.

**A.** It could not, using $r$ alone, because the limit is reached. Equality in the mean inequality needs $fs=(1-f)/s$. Each term is then $r/2$, so $s=r/(2f)$. Inserting $f=f_{\max}$,

$$s_*=\frac{r}{1-\sqrt{1-r^2}}
=\frac{r(1+\sqrt{1-r^2})}{1-(1-r^2)}
=\frac{1+\sqrt{1-r^2}}r .$$

This exceeds one, so it is a permitted injection state. As a test, the flux law was minimized numerically over $s\ge1$ and the largest feasible $f$ was found for six values of $r$ from 0.1 to 0.98. It differed from (5) by at most $6.7\times10^{-15}$.

If $s$ is known and constant, and $s_Is_V=1$ holds, the limit becomes a value. (With a time-averaged $s$, or with vacancies in excess of $1/s$, the formula below is only an upper estimate of $f$.) Multiply (3) by $s$ to get $rs=fs^2+1-f$, hence

$$f=\frac{rs-1}{s^2-1}. \tag{6}$$

Since $f\ge0$, retardation to $r$ also requires $s\ge1/r$: the vacancies must be depleted at least that far.

**Q.** What happens for very strong and very weak retardation? And what if the dopant speeds up?

**A.** For small $r$, $\sqrt{1-r^2}=1-r^2/2-r^4/8-\cdots$, so

$$f_{\max}=\frac{r^2}4+\frac{r^4}{16}+\cdots .$$

Strong retardation is therefore a sensitive sign of a vacancy diffuser. The leading term lies below the true limit, so it should not replace it as a safe bound.

For weak retardation put $r=1-\delta$ with $\delta\ll1$. Then $1-r^2=2\delta-\delta^2\approx2\delta$ and

$$f_{\max}\approx\frac12-\sqrt{\frac{\delta}{2}} .$$

The limit approaches one half with an infinite slope in $r$. A small error in $r$ near one therefore matters greatly.

For $r>1$ there is no useful upper bound. At any fixed $f$ with $0<f\le1$, expression (3) equals one at $s=1$ and grows without limit as $s\to\infty$. By continuity it passes through the measured $r$ somewhere, so every such $f$ is possible.

**Q.** Oxidation slows down during an anneal. Your measured $r$ is an average, while your proof used a single $s$.

**A.** The proof survives averaging. For uniform $D(t)$ the marker obeys $\partial C/\partial t=D\,\partial^2C/\partial x^2$. Multiply by $(x-\bar x)^2$, where $\bar x$ is the fixed centre, and integrate by parts twice. With negligible dopant at the boundaries,

$$\frac{d}{dt}\int(x-\bar x)^2C\,dx=2D\int C\,dx .$$

Dividing by the conserved dose gives $d\sigma^2/dt=2D$. If both anneals last equally long and start from width $\sigma_0$, then

$$r=\frac{\sigma_{\rm ox}^2-\sigma_0^2}{\sigma_{\rm inert}^2-\sigma_0^2}
=fS_I+(1-f)S_V, \tag{7}$$

where $S_I=\langle s_I\rangle$ and $S_V=\langle s_V\rangle$ are time averages. With $s_V=1/s_I$, the Cauchy-Schwarz inequality gives

$$1=\left\langle\sqrt{s_I}\,\frac1{\sqrt{s_I}}\right\rangle^2\le\langle s_I\rangle\left\langle\frac1{s_I}\right\rangle=S_IS_V .$$

Therefore $S_V\ge1/S_I$ and $r\ge fS_I+(1-f)/S_I$. The mean inequality applies again. For $S_I\ge1$, the factorization again excludes the upper branch, because its right side must also be below one. In a test with random fractions and random six-step histories, 7705 cases had $S_I\ge1$ and $r<1$, and all obeyed (5).

**Q.** Put numbers in. How low is the limit for a dopant one would actually use?

**A.** Take an antimony marker in silicon at 1000 °C for 5 h. The chosen round widths are 30 nm initially, 60 nm after the inert anneal and 45 nm after dry oxidation. They are model inputs, not reported measurements. The variance growths are

$$60^2-30^2=2700\ {\rm nm^2},\qquad45^2-30^2=1125\ {\rm nm^2}.$$

Five hours is 18,000 s, so $D^*=2700/(2\times18000)=0.075\ {\rm nm^2/s}$, or $7.5\times10^{-16}\ {\rm cm^2/s}$. The ratio is

$$r=\frac{1125}{2700}=0.4167,$$

and therefore

$$f_{\max}=\frac{1-\sqrt{1-0.4167^2}}2=0.0455 .$$

Rounded upward, at most 4.6 percent of inert diffusion can go by interstitials, before measurement error is included. The leading estimate $r^2/4=0.0434$ is indeed slightly too low. The supersaturation must be at least $1/r=2.4$, and the limit is reached at $s_*=4.58$.

Equation (6) gives $f=0.031$, 0.044, 0.043 and 0.032 for $s=3$, 4, 6 and 10. The rise and fall have a simple origin. Near $s=2.4$ the remaining vacancies already account for all of $r$. At large $s$ the vacancy share shrinks (to 23 percent of $r$ at $s=10$), while each unit of $f$ is multiplied by a large supersaturation, so only a small $f$ fits.

**Q.** Your widths are not known perfectly. Does the limit survive an error of 1 nm?

**A.** It must be recalculated. Let each width err by up to 1 nm, with the initial width shared by both anneals. The largest ratio comes from widths of 29, 59 and 46 nm:

$$r=\frac{46^2-29^2}{59^2-29^2}=\frac{1275}{2640}=0.483 .$$

The corresponding limit is 0.062. The opposite extreme gives $r=0.353$ and a limit of 0.032. A cautious statement, rounded upward, is therefore $f\le0.063$, not $f\le0.046$.

Temperature control matters too. With a rough activation energy of 4 eV, an inert anneal that was 2 K too hot makes $D^*$ too large by a factor 1.059. Correcting $r$ upward by that factor moves the nominal limit from 0.0455 to 0.0513.

**Q.** I doubt the recombination equilibrium most. What if the vacancies have not had time to disappear?

**A.** After a sudden start, they help the argument. Excess vacancies make the marker diffuse faster, raise $r$, and so loosen the inferred limit. To include a general product $P=S_IS_V$, write

$$r=fS_I+\frac{(1-f)P}{S_I}.$$

If $P\ge1$ and $S_I\ge1$, the right side is no smaller than it would be at $P=1$, and (5) remains valid.

There is a subtlety when $s_I$ later falls. Let $p=s_Is_V$. Differentiating and using (2),

$$\frac{dp}{dt}=\frac{p}{s_I}\frac{ds_I}{dt}+\frac{s_I(1-p)}\tau .$$

After the initial transient, for slow changes with $p$ near one, balancing the two terms gives

$$1-p\approx-\frac{\tau}{s_I^2}\frac{ds_I}{dt}.$$

A falling $s_I$ makes this positive: vacancies lag while trying to recover, and the instantaneous product dips below one. The average is nevertheless safe within (2). Dividing (2) by $s_V$ gives $d\ln s_V/dt=(1/s_V-s_I)/\tau$, and averaging over the anneal time $T$ gives

$$S_I=\left\langle\frac1{s_V}\right\rangle+\frac{\tau}{T}\ln\frac{s_V(0)}{s_V(T)} .$$

If $s_V(0)=1$ and $s_I\ge1$ throughout, $s_V$ never rises above one, the logarithm is nonnegative, and Cauchy-Schwarz gives $P\ge\langle1/s_V\rangle\langle s_V\rangle\ge1$. If the vacancies are already depleted when the measured interval begins, the logarithm can be negative and $P$ can fall well below one.

For a synthetic case, let $f=0.03$ and $s_I=1+5(1+t/1\,{\rm h})^{-1/4}$, which falls from 6.0 to 4.2 in 5 h. With immediate recombination, $S_I=4.778$ and $S_V=0.2112$, so

$$r=0.03(4.778)+0.97(0.2112)=0.348 .$$

The limit is 0.0313, just above the known 0.030. Solving the diffusion equation and extracting $r$ from the profile variances gives the same 0.348. Halving the mesh spacing and time step together shifts it by $-5.6\times10^{-8}$.

Now let $\tau=0.5$ h and start the vacancies at $s_V=1$. The instantaneous product dips to 0.990, but the product of averages is 1.070. The ratio rises to 0.3605 and the limit to 0.0336. The early excess outweighs the later deficit, as the identity above requires. The chosen $\tau$ is an assumption, not a measured recombination time, and the numbers treat the marker region as closed to vacancy diffusion.

**Q.** Surfaces and dislocations also exchange vacancies. Surely a sink can ruin the inequality?

**A.** The kind of exchange matters. A surface that restores equilibrium adds $(1-s_V)/\tau_s$ to (2), where $\tau_s$ is its exchange time. When $s_V<1$ this term is a source. In steady state,

$$s_Is_V=1+\frac{\tau}{\tau_s}(1-s_V)>1,$$

so the bound stays safe. A kinetic test used injection at $2/\tau$, interstitial relaxation at rate $0.5/\tau$, equal recombination times for both species, and $\tau/\tau_s=0.3$. It gave a product of 1.22.

An additional process that captures vacancies without releasing them can make $P<1$. The mean inequality then reads $r\ge2\sqrt{Pf(1-f)}$, so $(1-2f)^2\ge1-r^2/P$. The lower branch becomes

$$f\le\frac{1-\sqrt{1-r^2/P}}2,
\qquad r\le\frac{2P}{1+P}. \tag{8}$$

The condition on $r$ does two jobs. Since $(1-\sqrt P)^2\ge0$, it implies $r\le\sqrt P$, so the root is real. It also excludes the upper branch: for $f\ge1/2$, $S_I\ge1$ and $P<1$, the expression for $r$ increases with $S_I$, so it is at least $f+(1-f)P\ge(1+P)/2$. That exceeds $2P/(1+P)$, because $(1+P)^2>4P$.

For $P=0.9$ the example's limit rises from 0.0455 to 0.0508. This value of $P$ is a trial value, since $r$ alone cannot determine it.

**Q.** And if some atoms move by direct exchange, without either defect?

**A.** Let that part be $e$ of the inert diffusivity, unaffected by injection. At recombination equilibrium,

$$r=fs+\frac{1-f-e}{s}+e\ge fs+\frac{1-f}{s},$$

because $e\ge e/s$ for $s\ge1$. The limit on $f$ is still valid, though generally no longer reached. What fails is the identification of the remainder $1-f$ with vacancies alone.

**Q.** How close is this tidy marker to real silicon processing?

**A.** Antimony is a suitable case because its diffusion in silicon is mainly vacancy-mediated and is retarded by oxidation. A diffusivity near $10^{-15}\ {\rm cm^2/s}$ and a supersaturation of a few are reasonable rough scales at 1000 °C. The assumed dose of $5\times10^{12}\ {\rm cm^{-2}}$ gives an initial peak of $6.6\times10^{17}\ {\rm cm^{-3}}$, well below the rough intrinsic carrier density of $10^{19}\ {\rm cm^{-3}}$. With these rounded values, the electron density is at most 1.034 times intrinsic; a smaller intrinsic density would raise this factor. If $D$ rose in proportion to it, complete failure of this effect to cancel between anneals would move the limit to 0.0488. The built-in field of the ionized donors adds a further factor of 1.033 at the peak, and the two together would give 0.052. Both figures are pessimistic: they use the initial peak, and the effect acts in both anneals, where it raises the measured $r$ by only about 0.3 percent.

A heavily doped layer breaks the dilute assumption. At a donor density of $10^{20}\ {\rm cm^{-3}}$, charge neutrality gives an electron density of $5+\sqrt{26}\approx10$ times intrinsic. A Fermi-level factor of that size, if uncancelled, would take $r=0.4167$ above one and remove the bound altogether. Clustering would add a further departure.

Geometry is harmless for the dopant profile itself. A generous 200 nm of oxide (the Deal-Grove model gives about 150 to 180 nm) consumes 88 nm of silicon, bringing a marker at 500 nm to 412 nm from the surface. Even with the wider inert profile, a Gaussian tail beyond that surface contains only $3.3\times10^{-12}$ of the dose. If the supersaturation decays with depth over 10 µm while its value at the marker's centre is held fixed, the synthetic $r$ changes by only $1.4\times10^{-6}$. This measures the variation across the marker with $s_V=1/s_I$ imposed locally, not the difference between the marker and the surface; the limit itself does not require the surface value of $s_I$.

Geometry is not harmless for the vacancies. Equation (2) neglects their diffusion, which requires the length $\sqrt{D_V\tau/s_I}$ to be small compared with the marker depth and the decay length. With $\tau=0.5$ h and a trial $D_V=2\times10^{-9}\ {\rm cm^2/s}$ this length is about 9 µm, far beyond the marker. Including vacancy diffusion then raises the synthetic $r$ from 0.36 to 0.54 if the surface exchanges no vacancies, and to about 1.1 if it holds $s_V=1$. Both cases have $P>1$, so (5) stays valid but is no longer close to $f$, and (6) fails. For a shallow marker, $s_Is_V\approx1$ needs a $\tau$ of seconds or less; otherwise the surface and the bulk set $P$, and a surface that removes vacancies calls for (8).

Among the separate changes sized for the lightly doped example marker, with the trial values chosen here, the 1 nm width errors move the limit most. The numerical output lists the values. Several errors acting together should be combined in $r$ and $P$ before (8) is applied; their separate limits cannot simply be compared and the largest taken as a total uncertainty.

## Table of computed values

```
temperature: 1000 C
anneal time: 5.0 h
marker width, initial: 30.0 nm
marker width, inert: 60.0 nm
marker width, oxidized: 45.0 nm
inert variance growth: 2700 nm^2
oxidized variance growth: 1125 nm^2
inert diffusivity: 7.500e-16 cm^2/s
diffusivity ratio r: 0.4167 (no unit)
upper bound on f: 0.04547 (no unit)
upper bound on f: 4.55 percent
small-r estimate r^2/4: 0.04340 (no unit)
s_I at which bound is reached: 4.582 (no unit)
least s_I allowed, 1/r: 2.400 (no unit)
f if s_I = 3: 0.03125 (no unit)
f if s_I = 4: 0.04444 (no unit)
f if s_I = 6: 0.04286 (no unit)
f if s_I = 10: 0.03199 (no unit)
width error: 1.0 nm
r range from width errors: 0.3533 to 0.4830
bound range: 0.03224 to 0.06218
largest bound error vs minimization: 6.7e-15
random histories with r < 1 tested: 7705
steady s_I*s_V with vacancy source: 1.2198
synthetic: true f: 0.030
synthetic: s_I at start: 6.000
synthetic: s_I at end: 4.195
synthetic: mean s_I: 4.7782
synthetic: mean s_V: 0.2112
synthetic: product of means: 1.0091
synthetic: r from averages: 0.34820
synthetic: r from profiles: 0.34820
synthetic: r shift on refinement: -5.6e-08
synthetic: bound on f: 0.03129
supersaturation decay length: 10 um
r shift from depth variation: 1.4e-06
recombination lag time: 0.5 h
lag: product of means: 1.0697
lag: least instantaneous product: 0.9896
lag: r and bound: 0.36050, 0.03362
activation energy, mismatch: 4.0 eV, 2 K
thermal factor on r: 1.0589
bound with thermal factor: 0.05129
marker dose: 5.0e+12 cm^-2
peak Sb, rough n_i: 6.65e+17, 1.0e+19 cm^-3
largest n/n_i: 1.0338
bound with n/n_i factor on r: 0.04876
bound if sink gives P = 0.9: 0.05081
marker depth, start and end: 500, 412 nm
oxide, Si used per oxide: 200 nm, 0.44
marker tail beyond surface: 3.3e-12 of dose
```
